# Density-of-states and conductivity masses of a many-valley band

**Examination question: the density-of-states mass and the conductivity mass of a many-valley band**

Use atomic units in the algebra ($\hbar=m_e=e=1$, electron charge $-1$), and eV and ångström for numbers, with $C=\hbar^2/2m_e=3.8100$ eV Å$^2$. A conduction band has $g$ valleys with minima at wavevectors $\mathbf k_v$, all at the energy $E=0$. Near valley $v$,
$$E=\tfrac12\,\mathbf q\cdot W_v\,\mathbf q,\qquad \mathbf q=\mathbf k-\mathbf k_v,$$
where $W_v$ is a real symmetric matrix with positive eigenvalues $1/m_1,1/m_2,1/m_3$, the same for every valley, and principal axes that may differ from valley to valley. Each $\mathbf k$ holds two spin states, and this factor 2 is kept outside every mass. The occupied regions of different valleys do not overlap.

(a) Find the number of states per volume below $E$, $N(E)$, and the density of states $D(E)=dN/dE$. Find the mass $m_d$ of the single spherical valley that has the same $D(E)$, and describe $D$ at the band edge.

(b) For Boltzmann occupation at chemical potential $\mu$, write the electron density as $n=N_c\,e^{\mu/kT}$ and find $N_c$.

(c) The semiclassical equations are $\mathbf v=\nabla_{\mathbf k}E$ and $\dot{\mathbf k}=-\mathbf F$ in an electric field $\mathbf F$, and collisions relax the occupation to the equilibrium $f_0(E)$ with a constant time $\tau$. Find the conductivity tensor to first order in $\mathbf F$. Find the condition under which it takes the form $n\tau/m_c$ and determine $m_c$. What changes if $\tau=\tau(E)$?

(d) Which of $m_d$ and $m_c$ is larger, and why?

(e) Silicon has six valleys on the $\langle100\rangle$ axes, each with a longitudinal mass $m_l$ along its axis and a transverse mass $m_t$ twice. Take the rough measured sizes $m_l\approx0.92$, $m_t\approx0.19$. Evaluate $m_d$, $m_c$, $N$ and $D$ at $E=0.10$ eV, and $N_c$ at 300 K ($kT=0.025852$ eV). How many figures do the inputs support?

(f) Examine two ways in which the results fail: the four valleys off the $x$ axis raised by $\Delta=0.05$ eV, and a band that is not parabolic, $E=\sum_i t_i(1-\cos k_ia)$.

**Model answer to (a)**

In a periodic box of side $L$ each component of $\mathbf k$ is a multiple of $2\pi/L$, so one allowed point occupies the volume $(2\pi)^3/L^3$. If $\Omega(E)$ is the $\mathbf k$-volume with energy below $E$, and it contains many points, then with spin and per volume of crystal
$$N(E)=\frac{2\,\Omega(E)}{(2\pi)^3}.$$

Take one valley. A real symmetric matrix is diagonalized by a rotation, which preserves volume, and in the rotated coordinates $E=\sum_i q_i^2/2m_i$. The orientation of the valley has dropped out. Now set $q_i=\sqrt{m_i}\,u_i$. Then $E=u^2/2$, and the volume element is $d^3q=\sqrt{m_1m_2m_3}\,d^3u$. The ellipsoid, with semi-axes $\sqrt{2m_iE}$, has become a sphere of radius $\sqrt{2E}$:
$$\Omega_v(E)=\sqrt{m_1m_2m_3}\;\frac{4\pi}{3}(2E)^{3/2}.$$
The valleys do not overlap, so their volumes add. With $2\cdot\frac{4\pi}{3}/(8\pi^3)=1/(3\pi^2)$,
$$N(E)=\frac{g\sqrt{m_1m_2m_3}}{3\pi^2}(2E)^{3/2}.$$
Since $\frac{d}{dE}(2E)^{3/2}=3(2E)^{1/2}$,
$$D(E)=\frac{\sqrt2}{\pi^2}\,g\sqrt{m_1m_2m_3}\,\sqrt E,\qquad N=\tfrac23ED .$$
A single spherical valley is the case $g=1$, $m_i=m_d$, with prefactor $m_d^{3/2}$. Equating prefactors, $m_d^{3/2}=g\sqrt{m_1m_2m_3}$, and raising both sides to the power $2/3$,
$$m_d=g^{2/3}(m_1m_2m_3)^{1/3}.$$
The exponent $2/3$ arises because the states grow linearly with $g$ but as the $3/2$ power of a mass. The number $g$ counts complete ellipsoids: a minimum on a zone face is shared with the opposite face, and the two halves make one valley.

At the edge $D$ is zero for $E<0$ and rises as $\sqrt E$. It is continuous, but $dD/dE\propto E^{-1/2}$ diverges. This is the van Hove singularity of a three-dimensional minimum, where $\nabla_{\mathbf k}E=0$. Anisotropy and valley number change its coefficient and leave its exponent alone.

**Model answer to (b)**

For $-\mu\gg kT$ the Fermi function reduces to $f_0=e^{\mu/kT}e^{-E/kT}$, so $N_c=\int_0^\infty D\,e^{-E/kT}dE$. Put $E=kTs^2$, $dE=2kTs\,ds$, and use the Gaussian moment $\int_0^\infty s^2e^{-s^2}ds=\sqrt\pi/4$:
$$\int_0^\infty\sqrt E\,e^{-E/kT}dE=2(kT)^{3/2}\frac{\sqrt\pi}{4}.$$
The constant is $\frac{\sqrt2}{\pi^2}\frac{\sqrt\pi}{2}=\frac{1}{\sqrt2\,\pi^{3/2}}=\frac{2}{(2\pi)^{3/2}}$, hence
$$N_c=2\left(\frac{m_d\,kT}{2\pi}\right)^{3/2}.$$
For degenerate occupation $n=\int Df_0\,dE$ no longer factorizes this way, but the band still enters only through $D$, and so through the same $m_d$.

**Model answer to (c)**

In a uniform steady state the drift of the occupation $f(\mathbf k)$ balances the collisions: $\dot{\mathbf k}\cdot\nabla_{\mathbf k}f=-(f-f_0)/\tau$. With $\dot{\mathbf k}=-\mathbf F$, and $f\to f_0$ on the left because that side is already first order in $\mathbf F$,
$$f=f_0+\tau\sum_jF_j\,\frac{\partial f_0}{\partial k_j}.$$
The current density is $j_i=-2\int\frac{d^3k}{(2\pi)^3}v_if$. In each valley $v_i=\sum_jW_{ij}q_j$ is odd in $\mathbf q$ and $f_0$ is even, so $f_0$ carries no current. The remainder gives $j_i=\sum_j\sigma_{ij}F_j$ with
$$\sigma_{ij}=-2\tau\int\frac{d^3k}{(2\pi)^3}\,v_i\frac{\partial f_0}{\partial k_j}.$$
Integrate by parts in $k_j$ within valley $v$. The surface term vanishes because $f_0$ decays exponentially, the sign reverses, and $\partial v_i/\partial k_j=(W_v)_{ij}$ is constant. What is left is the valley density $n_v=2\int\frac{d^3k}{(2\pi)^3}f_0$:
$$\sigma=\tau\sum_vn_vW_v=n\tau\langle W\rangle,\qquad \langle W\rangle=\sum_v\frac{n_v}{n}W_v .$$
This holds for Boltzmann and Fermi–Dirac occupation alike. For one valley $\sigma$ has three principal values $n\tau/m_i$, and unless the three masses are equal no single conductivity mass exists.

A scalar mass requires $\langle W\rangle$ to be a multiple of the unit matrix, and cubic symmetry of the band is sufficient. Let $O$ be a rotation of the cube with $E(O\mathbf k)=E(\mathbf k)$. It maps valley $v$ onto a valley at $O\mathbf k_v$, where $E=\frac12(O^T\mathbf q)\cdot W_v(O^T\mathbf q)$, so the matrix there is $OW_vO^T$. Valleys with a common minimum have equal $n_v=n/g$, and $O$ only permutes them, so $O\langle W\rangle O^T=\langle W\rangle$. The twofold rotation $\mathrm{diag}(1,-1,-1)$ reverses the sign of the $xy$ and $xz$ elements, which must therefore be zero, and $\mathrm{diag}(-1,1,-1)$ does the same for $yz$. The threefold rotation $x\to y\to z\to x$ makes the three diagonal elements equal. Each is then one third of the trace, and every $W_v$ has the trace $\sum_i1/m_i$, the sum of its eigenvalues. Therefore
$$\sigma=\frac{n\tau}{m_c},\qquad \frac1{m_c}=\frac13\left(\frac1{m_1}+\frac1{m_2}+\frac1{m_3}\right).$$
The count $g$ appears in $n$ and cancels from the average, so $m_c$ does not depend on it.

If $\tau=\tau(E)$ it stays under the integral, and $\partial f_0/\partial k_j=v_jf_0'$ with $f_0'=df_0/dE$. In the principal axes of a valley $v_i=q_i/m_i=u_i/\sqrt{m_i}$. All other factors depend on $|\mathbf u|$ only, so $u_iu_j$ may be replaced by its average over directions, $u^2\delta_{ij}/3=\frac23E\,\delta_{ij}$. With $D_v=D/g$,
$$\sigma^{(v)}_{ij}=\frac{\delta_{ij}}{m_i}\,\frac23\int D_vE\,\tau\,(-f_0')\,dE .$$
Integration by parts with $N_v=\frac23ED_v$ gives $n_v=\int D_vf_0\,dE=\frac23\int D_vE(-f_0')\,dE$. The tensor is thus the same as before with $\tau$ replaced by
$$\bar\tau=\frac{\int E^{3/2}\tau\,(-f_0')\,dE}{\int E^{3/2}(-f_0')\,dE}.$$
For $\tau=\tau_0E/kT$ and Boltzmann occupation, $-f_0'\propto e^{-E/kT}$ and one integration by parts gives $\int E^{5/2}e^{-E/kT}dE=\frac52kT\int E^{3/2}e^{-E/kT}dE$, so $\bar\tau=2.5\,\tau_0$. If $\tau$ depends on direction within a valley, the average over directions above is not allowed and the harmonic mean is in general lost.

**Model answer to (d)**

Write $m_d/m_c=g^{2/3}\,(m_g/m_c)$ with the geometric mean $m_g=(m_1m_2m_3)^{1/3}$. Let $1/m_1=x^3$, $1/m_2=y^3$, $1/m_3=z^3$ with $x,y,z>0$. Multiplying out verifies
$$x^3+y^3+z^3-3xyz=\tfrac12(x+y+z)\left[(x-y)^2+(y-z)^2+(z-x)^2\right]\ge0 .$$
The left side is $3/m_c-3/m_g$, so $m_g\ge m_c$, with equality only for equal masses. Hence $m_d\ge m_c$, and the two coincide only for one spherical valley.

The mass $m_d$ measures a volume in $\mathbf k$-space, a product of three semi-axes times the number of valleys, and contains $g$ although no electron becomes harder to accelerate. The inverse mass $1/m_c$ is the mean acceleration per unit force. The valleys conduct in parallel, inverse masses add, and the light directions weigh most.

**Model answer to (e)**

Masses are in units of $m_e$. Intermediate figures are carried only to keep the arithmetic traceable.
$$m_lm_t^2=0.92\times0.19^2=0.033212,\qquad m_g=0.033212^{1/3}=0.3214,$$
$$m_d=6^{2/3}m_g=3.302\times0.3214=1.061 .$$
For a field along $x$, the two valleys on the $x$ axis respond with $1/m_l$ and the other four with $1/m_t$. The average $(2/m_l+4/m_t)/6$ equals $(1/m_l+2/m_t)/3$, as (c) requires:
$$m_c=\frac{3}{1.087+2\times5.263}=\frac{3}{11.613}=0.2583 .$$
Thus $m_d\approx1.06$ and $m_c\approx0.26$. Their ratio is $3.302\times(0.3214/0.2583)=3.302\times1.2443=4.109$: the valley count supplies the factor 3.30 and the anisotropy the factor 1.24.

To restore units, each mass enters as $m\,m_e/\hbar^2=m/2C$, so $2mE\to mE/C$. At $E=0.10$ eV the semi-axes are $\sqrt{0.92\times0.10/3.81}=0.155$ Å$^{-1}$ and $\sqrt{0.19\times0.10/3.81}=0.071$ Å$^{-1}$, and
$$N=\frac{1}{3\pi^2}\left(\frac{1.0614\times0.10}{3.81}\right)^{3/2}=1.57\times10^{-4}\ \text{Å}^{-3},$$
$$D=\frac{3N}{2E}=2.36\times10^{-3}\ \text{eV}^{-1}\text{Å}^{-3}.$$
At 300 K,
$$N_c=2\left(\frac{m_d\,kT}{4\pi C}\right)^{3/2}=2\left(\frac{1.0614\times0.025852}{4\pi\times3.81}\right)^{3/2}=2.74\times10^{-5}\ \text{Å}^{-3},$$
which is $2.7\times10^{19}$ cm$^{-3}$. Putting $m_c$ in place of $m_d$ would give $3.29\times10^{-6}$ Å$^{-3}$, smaller than the correct $N_c$ by the factor $4.109^{3/2}=8.33$. These are values for the parabolic model with the rough masses.

The inputs are rounded to two decimals. Both $m_d$ and $m_c$ increase with each mass, so the extremes come from moving both inputs by $\pm0.005$ together: $m_d$ runs from 1.041 to 1.082 and $m_c$ from 0.252 to 0.265. The third figure of 1.06 is therefore not secured by the inputs, and the second figure of 0.26 is uncertain by about one unit. Since $N$, $D$ and $N_c$ scale as $m_d^{3/2}$, they are multiplied by factors between $(1.041/1.0614)^{3/2}=0.971$ and $(1.082/1.0614)^{3/2}=1.029$, a spread of about $\pm3\%$ of their central values. The inputs therefore support two figures, the second uncertain by about one unit: $N\approx1.6\times10^{-4}$ Å$^{-3}$, $D\approx2.4\times10^{-3}$ eV$^{-1}$Å$^{-3}$, $N_c\approx2.7\times10^{-5}$ Å$^{-3}$. This spread covers only the rounding of the masses within the parabolic model. In real silicon the band itself departs from the parabola by more. The minimum lies about 0.17 Å$^{-1}$ from the zone-face point X, where the band is only about 0.13 eV higher and meets a second conduction band, so at 0.10 eV the long semi-axis of 0.155 Å$^{-1}$ nearly reaches X. The customary correction $E(1+\alpha E)=\tfrac12\mathbf q\cdot W_v\mathbf q$ with $\alpha\approx0.5$ eV$^{-1}$ multiplies $D$ by $(1+2\alpha E)\sqrt{1+\alpha E}\approx1.13$ at 0.10 eV and $N_c$ by about $1+\tfrac{15}{4}\alpha kT\approx1.05$ at 300 K. The two masses respond differently to $m_l$. From $\ln m_d=\text{const}+\frac13\ln m_l$, $\partial\ln m_d/\partial\ln m_l=1/3$. Differentiating $3/m_c=1/m_l+2/m_t$ gives $3\,dm_c/m_c^2=dm_l/m_l^2$, so
$$\frac{\partial\ln m_c}{\partial\ln m_l}=\frac{m_c}{3m_l}=\frac{0.2583}{3\times0.92}=0.094 .$$
Raising $m_l$ to 1.0 in the formulas moves $m_d$ to 1.091 and $m_c$ only to 0.260.

**Model answer to (f)**

*Shifted valleys.* Assume a rigid shift, unchanged masses, a common $\tau$ and Boltzmann occupation. A valley raised by $\Delta$ has $f_0$ multiplied by $w=e^{-\Delta/kT}=e^{-0.05/0.025852}=0.1446$. At fixed $\mu$ the density relative to its unshifted value is
$$\frac{2+4w}{6}=\frac{2+4\times0.1446}{6}=0.430 .$$
The density of states is now a sum of two square-root onsets, at $0$ with $g=2$ and at $\Delta$ with $g=4$, so no single $m_d$ describes it at all energies. The formula $\sigma=n\tau\langle W\rangle$ survives with weights $1$ and $w$. Along $x$ the two low valleys contribute $1/m_l$ and the four raised ones $1/m_t$. Along $y$ the low valleys contribute $1/m_t$, the two on the $y$ axis $1/m_l$, and the two on the $z$ axis $1/m_t$:
$$\langle W\rangle_{xx}=\frac{2/m_l+4w/m_t}{2+4w},\qquad \langle W\rangle_{yy}=\langle W\rangle_{zz}=\frac{2/m_t+2w/m_l+2w/m_t}{2+4w}.$$
With $1/m_l=1.087$, $1/m_t=5.263$ and $w=0.1446$ the reciprocals are 0.494 along $x$ and 0.209 along $y$ and $z$. For $w=1$ both return to $m_c$, and for $w\to0$ they tend to $m_l$ and $m_t$. The trace of $\langle W\rangle$ stays at $3/m_c$, since every valley has that trace, so the harmonic mean still fixes the direction-averaged conductivity but not the conductivity along a given axis.

*Non-parabolic band.* Let $\theta_i=k_ia$. Near the minimum $1-\cos\theta=\theta^2/2-\theta^4/24+\dots$, and matching $t_ia^2k_i^2/2$ to $k_i^2/2m_i$ gives $t_i=1/(m_ia^2)$. The Boltzmann factor is a product over the three axes, and for $kT\ll t_i$ each factor is
$$e^{-t\theta^2/2kT}\left(1+\frac{t\,\theta^4}{24\,kT}+\dots\right).$$
The Gaussian has variance $s^2=kT/t$. Integration by parts of $\theta^3\cdot\theta e^{-\theta^2/2s^2}$ gives $\langle\theta^4\rangle=3s^2\langle\theta^2\rangle=3(kT/t)^2$. Each axis therefore contributes the factor $1+kT/8t$, and to first order in $kT/t_i$ the excess of $N_c$ relative to its parabolic value is $\sum_ikT/8t_i$. It is positive because the cosine lies below the parabola, so that near the minimum, at the energies of order $kT\ll t_i$ that are occupied, the density of states is larger than the parabolic one.

For the round parameters $a=3.0$ Å and masses 0.2, 0.5, 1.0, with $t_i=2C/(m_ia^2)$,
$$\sum_i\frac{kT}{8t_i}=\frac{0.025852\times3.0^2\times(0.2+0.5+1.0)}{16\times3.81}=0.00649 .$$
Integrating the full factors $e^{-t_i(1-\cos\theta_i)/kT}$ over the zone by the trapezoidal rule, with 2000 points per axis, gives a relative excess of 0.00659. The difference comes from what the expansion omits: terms of second and higher order in $kT/t_i$, and Gaussian tails beyond the zone edge, which are exponentially small. In this model the parabolic $N_c$ is low by less than one per cent of itself at 300 K, and this relative error grows in proportion to $T$ at leading order. The cosine band shows the mechanism and is not a model of silicon. There the nearby bands make the departure from the parabola much stronger, and the corresponding excess is roughly 5 per cent, as estimated in (e). In the conductivity $\partial v_i/\partial k_j$ is no longer constant, and the integration by parts in (c) yields its average over the occupied states in place of $W_v$.

Numerical values quoted here were computed with a short program.
